# Solid angle of a ligand cone and the shielded metal sphere

## What the cone angle alone does not tell

Suppose a ligand on a metal centre is described by a cone with an apex angle of 120°. A full turn is 360°, so it is tempting to say that the ligand shields one third of the metal's surroundings. The correct share is one quarter. Comparisons between ligands go wrong too: a 120° cone does not shield twice as much as a 60° cone, but 3.73 times as much.

Both errors come from treating an angle in a plane as if it measured a region of a sphere. Such a region is measured by a solid angle, and the conversion between the two is not linear.

The model is as follows. The metal is a point, and the ligand is a right circular cone with its apex at that point. The angle $\theta$ is the full apex angle, measured from one side of the cone to the opposite side through the axis. The half-angle, from the axis to the side, is $a=\theta/2$. A direction is called shielded if a straight ray leaving the metal along it lies inside the cone.

The result to be derived is

$$
\Omega=2\pi\left(1-\cos\frac{\theta}{2}\right),\qquad
f=\frac{\Omega}{4\pi}=\sin^2\frac{\theta}{4},\qquad 0\le\theta\le 2\pi .
$$

Here $\Omega$ is the solid angle in steradians (sr) and $f$ is the shielded fraction of a sphere centred on the metal. For $\theta>\pi$ the cone is reflex: the ligand reaches past the metal's equator, and the unshielded region is the smaller part.

## First derivation: rings on a sphere

Draw a sphere of radius $R$ around the metal. The cone cuts a cap of area $A$ from it, and the solid angle is defined as

$$
\Omega=\frac{A}{R^2}.
$$

To find $A$, put the cone axis along $z$ and let $t$ be the angle between a direction and this axis. The points of the sphere with angles between $t$ and $t+dt$ form a narrow ring. Its distance from the axis is $R\sin t$, so its circumference is $2\pi R\sin t$. Its width, measured along the surface, is the arc length $R\,dt$. Hence

$$
dA=(2\pi R\sin t)(R\,dt)=2\pi R^2\sin t\,dt .
$$

The cap begins at the axis, $t=0$, and ends at the side of the cone, $t=\theta/2$. The upper limit is the half-angle because each ring already runs all the way round the axis. Therefore

$$
A=2\pi R^2\int_0^{\theta/2}\sin t\,dt
=2\pi R^2\bigl[-\cos t\bigr]_0^{\theta/2}
=2\pi R^2\left(1-\cos\frac{\theta}{2}\right).
$$

Division by $R^2$ gives the stated $\Omega$. The radius has cancelled, so the choice of sphere does not matter.

The whole sphere corresponds to $\theta=2\pi$, for which $\cos(\theta/2)=-1$ and $\Omega=4\pi$. The shielded fraction is then

$$
f=\frac{\Omega}{4\pi}=\frac{1}{2}\left(1-\cos\frac{\theta}{2}\right).
$$

The identity $1-\cos x=2\sin^2(x/2)$ with $x=\theta/2$ turns this into $f=\sin^2(\theta/4)$. One factor of two in the quarter angle comes from passing to the half-angle of the cone, the other from the identity.

## Second derivation: a flat disc seen from the metal

The same solid angle can be found without drawing a sphere around the metal. Take first $\theta<\pi$ and close the cone with a flat disc perpendicular to its axis, at distance $h$ from the metal. The disc's radius is $h\tan(\theta/2)$. A ray from the metal lies in the cone if it passes through the disc, so disc and cone have the same solid angle.

Consider a small patch $dS$ of the disc at distance $s$ from the metal. The line of sight makes an angle $\alpha$ with the disc's normal, so the patch is seen tilted, and its area perpendicular to the line of sight is $dS\cos\alpha$. Areas filling a given narrow bundle of rays grow as $s^2$, and so

$$
d\Omega=\frac{\cos\alpha\,dS}{s^2}.
$$

For a patch at distance $\rho$ from the disc's centre, $s=\sqrt{\rho^2+h^2}$ and $\cos\alpha=h/s$. All patches on a ring of radius $\rho$ share these values, and the ring has area $2\pi\rho\,d\rho$. Thus

$$
\Omega=\int_0^{h\tan(\theta/2)}\frac{2\pi h\rho\,d\rho}{(\rho^2+h^2)^{3/2}} .
$$

Substitute $u=\rho^2+h^2$, so that $du=2\rho\,d\rho$. The lower limit becomes $h^2$. The upper one becomes $h^2[1+\tan^2(\theta/2)]=h^2/\cos^2(\theta/2)$. Then

$$
\Omega=\pi h\int_{h^2}^{h^2/\cos^2(\theta/2)}u^{-3/2}\,du
=\pi h\left[-2u^{-1/2}\right]_{h^2}^{h^2/\cos^2(\theta/2)} .
$$

Since $\theta/2<\pi/2$, the cosine is positive and the square root of the upper limit is $h/\cos(\theta/2)$. This gives

$$
\Omega=2\pi h\left[\frac1h-\frac{\cos(\theta/2)}{h}\right]
=2\pi\left(1-\cos\frac{\theta}{2}\right),
$$

in agreement with the first derivation. The distance $h$ cancels, as $R$ did before.

A flat disc cannot close a cone with $\theta\ge\pi$. As $\theta$ approaches $\pi$ from below, however, the result tends to $2\pi$, the solid angle of a half-space. Two half-spaces make up all directions, so the total is $4\pi$. The directions outside a reflex cone form an ordinary cone of apex angle $2\pi-\theta$ about the opposite axis. Subtracting it from the total gives

$$
\Omega(\theta)=4\pi-2\pi\left[1-\cos\left(\pi-\frac{\theta}{2}\right)\right]
=4\pi-2\pi\left[1+\cos\frac{\theta}{2}\right]
=2\pi\left(1-\cos\frac{\theta}{2}\right),
$$

where $\cos(\pi-x)=-\cos x$ was used. The formula therefore holds over the whole range.

## What each derivation assumes

Both derivations assume a point metal, straight rays and a circular cone with its apex at the metal. Circularity enters the first as an upper limit $\theta/2$ that is the same all round the axis, and the second as a round disc. If the outline of the ligand varied around the axis, neither integral could be used as written, because its upper limit would depend on the azimuth.

They differ in what they take from geometry. The ring derivation needs the area element of a sphere and covers ordinary and reflex cones in one integral. The disc derivation needs the projection rule for a tilted patch. It works directly for $\theta<\pi$, and reaches larger angles through a limit and a complement.

The second route also shows that the sphere is a measuring device and not a physical surface. The fraction $f$ is a share of directions. It requires no decision about where the metal atom ends.

## Reading the formula

The conversion gives the following values.

| $\theta$ | $\Omega$ (sr) | $f$ |
|---|---|---|
| 60° | 0.842 | 0.067 |
| 90° | 1.840 | 0.146 |
| 120° | 3.142 | 0.250 |
| 180° | 6.283 | 0.500 |
| 240° | 9.425 | 0.750 |

For the 120° cone the arithmetic is $\cos 60^\circ=1/2$, hence $\Omega=2\pi(1-1/2)=\pi$ sr and $f=\pi/(4\pi)=1/4$. On a sphere of radius 5 bohr, the shielded area is $\pi\times25=78.54$ bohr² out of $4\pi\times25=314.16$ bohr².

The cap areas were tested by summing narrow conical frusta at radii of 1 and 5 bohr, for these five angles and for 360°. The disc integral was tested by quadrature at 60°, 90° and 120°.

For a narrow cone, use $\sin x=x-x^3/6+\dots$, whose square is $x^2-x^4/3+\dots$. With $x=\theta/4$ and $\theta$ in radians,

$$
f=\frac{\theta^2}{16}-\frac{\theta^4}{768}+\dots
$$

The leading term is quadratic because a narrow cap is nearly a flat disc, whose area grows as the square of its radius. Doubling a small apex angle thus multiplies the shielding by nearly four. From 60° to 120° the factor has dropped to 3.73. At 120° the leading term alone gives 0.274, which is about 10% above the correct 0.250, relative to the latter.

The rate of change follows from differentiating $f=[1-\cos(\theta/2)]/2$:

$$
\frac{df}{d\theta}=\frac14\sin\frac{\theta}{2}.
$$

It is largest at $\theta=\pi$, where the edge of the cone runs along the equator and each added ring is longest. A given small error in the cone angle therefore causes the largest absolute error in $f$ for a ligand that shields about half the sphere. The relative error behaves differently: dividing the derivative by $f=\sin^2(\theta/4)$ and using $\sin(\theta/2)=2\sin(\theta/4)\cos(\theta/4)$ gives $\frac12\cot(\theta/4)$, which is larger for narrower cones.

The relation can also be inverted. Since $\theta/4$ lies between 0 and $\pi/2$, its sine is non-negative and increasing, and

$$
\theta=4\arcsin\sqrt f .
$$

This assigns an equivalent cone angle to a shadow of any shape: the apex angle of the circular cone that shields the same fraction.

## Where the apex angle comes from: a spherical ligand

Let the ligand be a sphere of radius $r$ whose centre lies at distance $d>r$ from the metal. The rays that just touch it form the sides of the cone. A tangent is perpendicular to the radius at the point of contact. The metal, the contact point and the sphere's centre thus form a right triangle with hypotenuse $d$, and the side opposite the half-angle is $r$:

$$
\sin\frac{\theta}{2}=\frac rd .
$$

The half-angle is below $\pi/2$, so its cosine is the positive root $\sqrt{1-r^2/d^2}$, and

$$
f=\frac12\left(1-\sqrt{1-\frac{r^2}{d^2}}\right).
$$

Take the model values $r=3$ bohr and $d=5$ bohr. Then $r/d=0.6$, the root is $\sqrt{1-0.36}=0.8$, and $f=(1-0.8)/2=0.1$. The apex angle is 73.74°.

For a distant ligand, $\sqrt{1-x}\approx1-x/2$ gives $f\approx r^2/(4d^2)$. This is the sphere's cross-section $\pi r^2$ divided by the area $4\pi d^2$ of a sphere through its centre. In the opposite limit, $r\to d$, the fraction tends to $1/2$. A single spherical ligand that does not contain the metal therefore shields less than half of the directions. A reflex cone cannot come from one such sphere: part of the ligand must lie beyond the metal's equator, as seen from the ligand's side.

## Several ligands: when fractions add

Fractions may be added if no direction is counted twice. Consider two equal cones with half-angle $a=\theta/2\le\pi/2$ and an angle $\gamma$ between their axes. A direction inside both is less than $a$ away from each axis. The angle between the axes cannot exceed the sum of these two angles, so $\gamma<2a=\theta$. Conversely, if $\gamma<\theta$, the direction midway between the axes is $\gamma/2<a$ from each and lies in both cones. The cones are therefore free of overlap if, and only if, $\gamma\ge\theta$.

Six of the spherical ligands above, placed octahedrally, satisfy this condition: neighbouring axes are 90° apart and the apex angle is 73.74°. The total is $6\times0.1=0.6$. Tracing two million random rays against the six spheres gave 0.6006, within the tolerance of 0.0018, and no ray met two ligands.

Four 120° cones on tetrahedral axes violate the condition, because the axes are 109.47° apart. The plain sum is $4\times0.25=1$, which looks like complete shielding. It is not.

Let $\mathbf n_1,\dots,\mathbf n_4$ be unit vectors along the axes. By symmetry their sum is zero, and the cosine between any two is $-1/3$. The direction $-\mathbf n_4$ has cosine $1/3$ with each of the other three axes and $-1$ with $\mathbf n_4$. To lie in a cone it would need a cosine of at least $\cos60^\circ=1/2$. It is therefore unshielded, and so are the directions close to it. There are four such gaps, one opposite each ligand.

To find their size, the overlaps are needed. No direction $\mathbf u$ lies in three cones. If it did, its cosines with, say, the first three axes would add up to at least $3/2$, whereas

$$
\mathbf u\cdot(\mathbf n_1+\mathbf n_2+\mathbf n_3)=-\mathbf u\cdot\mathbf n_4\le1 .
$$

Each doubly shielded direction is thus counted twice in the plain sum and must be subtracted once. With six pairs of cones,

$$
f_{\text{total}}=4f-6f_{\text{pair}} .
$$

For the pair overlap, put axis 1 along $z$ and measure the azimuth $\varphi$ from the plane containing axis 2. A direction $(t,\varphi)$ makes an angle with axis 2 whose cosine is $\cos t\cos\gamma+\sin t\sin\gamma\cos\varphi$. It lies in cone 2 if this is at least $\cos a$, that is, if $|\varphi|\le\Phi(t)$ with

$$
\cos\Phi(t)=\frac{\cos a-\cos t\cos\gamma}{\sin t\sin\gamma}.
$$

The ring at $t$ therefore contributes an azimuthal width $2\Phi$ instead of $2\pi$. Cone 1 requires $t\le a$, and cone 2 comes no closer to axis 1 than $\gamma-a$. Dividing the solid angle by $4\pi$ gives

$$
f_{\text{pair}}=\frac{1}{4\pi}\int_{\gamma-a}^{a}2\Phi(t)\sin t\,dt
=\frac{1}{2\pi}\int_{\gamma-a}^{a}\Phi(t)\sin t\,dt .
$$

These limits hold for $a<\gamma<2a$ and $\gamma+a<\pi$, which ensure that the cones overlap and that no ring lies wholly inside cone 2. Here $a=60^\circ$ and $\gamma=109.47^\circ$, so both conditions are met.

The integral gives $f_{\text{pair}}=0.0102$, and the six pairs together give 0.0613. The true coverage is $1-0.0613=0.9387$, and ray tracing also gave 0.9387. The unshielded fraction equals the total overlap because the plain sum happens to be one: whatever is shielded twice must be missing elsewhere.

## Ragged ligands: the cone as an upper bound

A real ligand need not fill the cone drawn around it. As a model, take three spherical lobes arranged symmetrically about the ligand axis. Each lobe's centre is tilted by 40° from the axis, and each lobe has a half-angle of 20° seen from the metal. The outermost direction of a lobe is $40^\circ+20^\circ=60^\circ$ from the axis, so the enclosing cone has an apex angle of 120° and a fraction of 0.25.

The lobe axes are 67.65° apart, more than the 40° apex angle of one lobe, so the three shadows do not overlap. Their fractions add:

$$
f=3\sin^2\frac{40^\circ}{4}=3\sin^2 10^\circ=0.0905 .
$$

Ray tracing gave 0.0904. The shadow of this model is about 36% of what the enclosing cone suggests. Its equivalent cone angle is $4\arcsin\sqrt{0.0905}\approx70^\circ$, not 120°.

The size of this discrepancy belongs to the model and is not typical of real ligands. The lobes leave the axis open out to $40^\circ-20^\circ=20^\circ$, whereas a real ligand usually has its donor atom there. A fourth sphere of half-angle 20° on the axis just touches the three shadows and raises the fraction to $4\sin^2 10^\circ=0.121$, or 48% of the cone's value; a larger donor atom fills more.

The direction of the discrepancy is general for a cone that encloses the whole ligand. Every shielded direction lies inside the enclosing cone, so the cone's fraction is an upper bound to the ligand's. How far the bound lies above the true value depends on the gaps, which the apex angle does not record. The bound does not carry over to a cone angle defined as an average over unequal substituents, as is customary for unsymmetric ligands: the largest substituent then reaches outside the cone, and the shadow may be smaller or larger than $\sin^2(\theta/4)$.

Even the true shadow has a limited meaning. It says which straight rays from the metal are blocked, but an incoming molecule has a finite width and may not fit through a gap that a ray passes. The shape of the open region then matters as well as its size. The fraction also treats the ligand as rigid and contains no energies, so by itself it does not determine a reaction rate. The numerical output lists the main values with their units.

## Computed results

```
apex 60 deg: solid angle 0.8418 sr, fraction 0.0670
apex 90 deg: solid angle 1.8403 sr, fraction 0.1464
apex 120 deg: solid angle 3.1416 sr, fraction 0.2500
apex 180 deg: solid angle 6.2832 sr, fraction 0.5000
apex 240 deg: solid angle 9.4248 sr, fraction 0.7500
apex 360 deg: solid angle 12.5664 sr, fraction 1.0000
120 deg cone, disc-flux solid angle: 3.1416 sr
sphere radius R: 5.0 bohr
whole sphere area: 314.16 bohr^2
shielded area, 120 deg, frusta: 78.54 bohr^2
fraction ratio, 120 deg to 60 deg: 3.732
wrong linear estimate theta/360, 120 deg: 0.3333
small-angle estimate theta^2/16, 120 deg: 0.2742
ligand sphere: r = 3.0 bohr, d = 5.0 bohr
its apex angle: 73.74 deg
its shielded fraction: 0.1000; traced rays: 0.1001
six octahedral ligands, sum: 0.6000; traced rays: 0.6006
angle between tetrahedral axes: 109.47 deg
four 120 deg cones, plain sum: 1.0000
overlap fraction per pair: 0.01022; six pairs: 0.0613
true coverage: 0.9387; traced rays: 0.9387
unshielded fraction: 0.0613
lobe tilt: 40 deg; lobe half-angle: 20 deg
angle between lobe axes: 67.65 deg
widest struck ray from ligand axis: 59.99 deg
lobed shadow fraction: 0.0905; traced rays: 0.0904
enclosing-cone fraction: 0.2500
equivalent cone angle of shadow: 70.01 deg
number of traced rays: 2000000
ray-tracing tolerance on fractions: 0.0018
```
